# Rejection-free kinetic Monte Carlo for site-excluding copper ions on a ring

Five copper ions share a closed path of 100 sites. Ninety-five sites are empty, yet the current is 0.1025 net hops per second through each bond, against 0.1068 if the ions ignored one another. The ratio, 0.960, is $95/99$. This note derives that number, gives a simulation scheme that reproduces it, and shows where the scheme or the model fails.

## Model and conventions

Sites are numbered $0,\dots,M-1$ around a ring, with $M\ge3$. Bond $b$ joins site $b$ to site $b+1$, modulo $M$. There are $N$ identical ions, $1\le N\le M-1$, and a site holds at most one. An ion hops to an empty next site at rate $p$ forward or $r$ backward. These rates are the same on every bond, nonnegative and not both zero. The current $J$ is the mean net number of forward hops per unit time through one bond.

For thermally activated hops of a charge $q=+e$ over a distance $a$ in a field $F$, the field lowers the forward barrier by $qaF/2$ and raises the backward one equally:

$$p=\nu e^{-(E-qaF/2)/kT},\qquad r=\nu e^{-(E+qaF/2)/kT}.$$

The example takes $\nu=10^{13}\ \mathrm{s^{-1}}$, $E=1.2$ eV, $a=0.5$ nm, $F=1$ MV/cm and $T=473$ K. Then $kT=0.04076$ eV and, since 1 MV/cm is 0.1 V/nm, $qaF/2=0.025$ eV. The rates are $p=3.023$ and $r=0.887\ \mathrm{s^{-1}}$, so $p-r=2.137\ \mathrm{s^{-1}}$.

The ring represents a periodic stretch of film. An ion that goes once around gains energy $qFaM$, so the uniform field is not the gradient of a single-valued potential on the ring. The steady state therefore carries a current.

## The stationary state

Call an unbroken run of occupied sites a cluster, and let $K(C)$ be the number of clusters in configuration $C$. Each cluster has one front ion that can hop forward and one rear ion that can hop backward; for a single-ion cluster they are the same ion. The total escape rate is thus

$$R(C)=pK(C)+rK(C)=(p+r)K(C).$$

Now count the ways into $C$. A forward hop over bond $b$ leaves site $b$ empty and site $b+1$ occupied. That pattern occurs once per cluster, at its rear, so $K(C)$ forward hops lead into $C$. By the same argument at the fronts, $K(C)$ backward hops lead into $C$. If every configuration has the same probability $P=1/\binom MN$,

$$\frac{dP(C)}{dt}=\underbrace{(pK+rK)P}_{\text{in}}-\underbrace{(p+r)KP}_{\text{out}}=0 .$$

The uniform distribution is stationary. It is also the only stationary one. Because it gives every configuration positive weight, no configuration is transient, so whenever a hop leads from $C$ to $C'$, some sequence of allowed hops leads back. It is then enough that configurations are connected when the direction of hops is ignored. They are: the ions can be moved one at a time, lowest site first, until they fill sites $0$ to $N-1$. The argument covers one-way hopping, $r=0$.

## The current

Fix a bond with its first site occupied and its second empty. The other $N-1$ ions occupy any of the other $M-2$ sites, so

$$P(1,0)=\frac{\binom{M-2}{N-1}}{\binom MN}
=\frac{(M-2)!}{(N-1)!\,(M-N-1)!}\,\frac{N!\,(M-N)!}{M!}
=\frac{N(M-N)}{M(M-1)} .$$

The pattern $(0,1)$ has the same count. Forward hops use the first pattern and backward hops the second, hence

$$J=pP(1,0)-rP(0,1)=(p-r)\frac{N(M-N)}{M(M-1)} .$$

Summing $P(1,0)$ over the $M$ bonds counts the cluster fronts and gives $\langle K\rangle=N(M-N)/(M-1)$.

For the example, $P(1,0)=5\cdot95/(100\cdot99)=0.04798$ and $J=2.1366\times0.04798=0.1025\ \mathrm{s^{-1}}$. Independent ions would give $(p-r)N/M$. The exclusion factor $(M-N)/(M-1)$ is the chance that the site ahead of a given ion is empty: the other $M-1$ sites contain $M-N$ vacancies. This is the $95/99$ of the opening.

Several limits follow.

- For $N=1$ the factor is 1 and $J=(p-r)/M$.
- For $N=M-1$ the current is again $(p-r)/M$, now carried by one vacancy moving backward. In general $J$ is unchanged under $N\to M-N$.
- For $p=r$ the current vanishes.
- For $M\to\infty$ at fixed filling $\rho=N/M$, $J\to(p-r)\rho(1-\rho)$. This is the mean-field value, which treats neighbouring sites as independent. The finite ring exceeds it by the factor $M/(M-1)$, because an ion known to be on one site cannot also be on the next.

As a test, the full master equation was solved for $M=3,5,8$, every allowed $N$, and the rate pairs $(2.3,\,0.7)$ and $(1,\,0)$. The current on every bond agreed with the formula to $6\times10^{-16}$, and the probabilities were uniform to a relative $1.2\times10^{-14}$.

## The scheme

In a configuration with escape rate $R$, the probability $S(t)$ that nothing has happened obeys $S'=-RS$, so $S=e^{-Rt}$. Setting $S=1-u$ with $u$ uniform on $[0,1)$ gives the waiting time $t=-\ln(1-u)/R$. The hop that ends the wait is chosen with probability equal to its rate divided by $R$.

```
occ = uniformly random choice of N sites out of M
F = bonds with pattern (1,0);  B = bonds with pattern (0,1)
t = 0;  Q = 0;  A = 0
loop:
    R = p*|F| + r*|B|
    w = -ln(1 - random()) / R
    if t + w >= T:
        A += |F| * (T - t);  stop
    A += |F| * w;  t += w
    x = random() * R
    if x < p*|F|:
        b = F[min(floor(x/p), |F|-1)];            Q += 1
    else:
        b = B[min(floor((x - p*|F|)/r), |B|-1)];  Q -= 1
    swap occ[b] and occ[b+1]
    refresh bonds b-1, b, b+1
J_count    = Q / (M*T)
J_integral = (p - r) * A / (M*T)
```

A hop changes two sites, and these belong to three bonds, which are distinct for $M\ge3$. To refresh a bond, compare its old and new patterns and move it between lists if they differ. Store each bond's position in its list. To delete a bond, overwrite it with the last entry, update that entry's stored position and shorten the list.

**Cost.** Setup and memory grow as $M$, but the work per event does not depend on $M$. The number of events per unit of simulated time is $(p+r)\langle K\rangle$, here $18.76\ \mathrm{s^{-1}}$, which grows in proportion to $M$ at fixed filling.

**What rejection-free selection saves.** A simpler scheme picks any ion and a direction, and rejects blocked moves. It attempts moves at rate $(p+r)N$ and accepts them at rate $(p+r)\langle K\rangle$, so its acceptance is $\langle K\rangle/N=(M-N)/(M-1)$. That is 96% for the example and 51% at half filling. With equal rates on all bonds, the dilute case gains little from the lists.

## Why both estimators are unbiased

While the system is in $C$, the expected net number of hops over all bonds in a short time $dt$ is $(p-r)K(C)\,dt$. A uniformly random placement is already stationary, so the mean of $K$ is $\langle K\rangle$ at every time, and

$$E[Q]=(p-r)\int_0^T\langle K\rangle\,dt=(p-r)\langle K\rangle T=MJT .$$

The accumulated $A=\int_0^T K\,dt$ has mean $\langle K\rangle T$. Both estimators therefore have mean $J$ for any fixed $T$, with no burn-in.

Forty independent runs of 800 s each, about 600,000 events in total, gave for the example (formula: $0.10251\ \mathrm{s^{-1}}$):

- net count over all bonds: $0.10268\pm0.00024\ \mathrm{s^{-1}}$;
- net count through a single bond: $0.10272\pm0.00032\ \mathrm{s^{-1}}$;
- time integral: $0.10252\pm0.00013\ \mathrm{s^{-1}}$.

The uncertainties are standard errors over the runs. All three results lie within one standard error of the formula, while the independent-ion value lies 17 standard errors above the first.

In these runs the standard error of the time integral is 1.8 times smaller than that of the count. The gain in run time is the square of this ratio. Forty runs fix it no better than to lie roughly between 2 and 6; a set of 500 runs puts it near 5, so the ratio 1.8 is a low draw. At half filling, $N=50$ with forty runs of 100 s, the errors are $0.0019$ and $0.0023\ \mathrm{s^{-1}}$. A standard error from forty runs is itself uncertain by roughly 11%, so forty runs do not clearly resolve that difference; 500 runs give a gain in run time of about 1.8, smaller than in the dilute case. Keep the count in any case: the integral takes the factor $p-r$ as given and would not reveal hops sent in the wrong direction.

## Failure modes of the implementation

**Averaging over events.** Suppose $K$ is recorded before each hop and averaged without waiting times. Configuration $C$ is then sampled in proportion to the rate at which hops leave it, $P(C)(p+r)K(C)$, and the average becomes

$$\frac{\sum_C P(C)K(C)\,K(C)}{\sum_C P(C)K(C)}=\frac{\langle K^2\rangle}{\langle K\rangle}.$$

This exceeds $\langle K\rangle$ whenever $K$ varies. The ring $M=8$, $N=4$ can be counted by hand. Choose the first site of one cluster in $M$ ways, then split $N$ ions into $K$ clusters and $M-N$ vacancies into $K$ gaps. Each configuration is found $K$ times, once per cluster, so the number with $K$ clusters is

$$\frac MK\binom{N-1}{K-1}\binom{M-N-1}{K-1},$$

which is 8, 36, 24 and 2 for $K=1,2,3,4$, or 70 in all. Hence $\langle K\rangle=160/70=2.286$ and $\langle K^2\rangle=400/70$, and their ratio is $2.5$. The simulation, forty runs of 500 s, gave $2.284\pm0.004$ over time and $2.499\pm0.003$ over events. Omitting the waiting times would overstate this current by 9%.

The same ring separates the formula from mean field. The formula gives $0.6105\ \mathrm{s^{-1}}$, the simulation $0.6099\pm0.0010$, and mean field $0.5342$.

**Stopping after a fixed number of events.** Dividing by a random duration introduces a bias. For $N=1$ the escape rate is $R=p+r$ throughout, and the time $t$ of the $n$-th event has density $R^nt^{n-1}e^{-Rt}/(n-1)!$. For $n\ge2$,

$$E\!\left[\frac1t\right]=\frac{R^n}{(n-1)!}\int_0^\infty t^{n-2}e^{-Rt}dt=\frac{R^n}{(n-1)!}\,\frac{(n-2)!}{R^{n-1}}=\frac R{n-1}.$$

The hop directions are independent of the times, and the mean net count is $n(p-r)/R$. The estimated current is therefore too large by the factor $n/(n-1)$. This is harmless for long runs but not for many short ones. Stop at a fixed time and include the last, unfinished wait.

**Starting from a packed row.** One cluster gives an initial mean current of $(p-r)/M$ per bond, smaller than the stationary value by the factor $\langle K\rangle=4.8$ in the example. Such a start needs a burn-in.

**Arithmetic.** There is no time step and so no time-discretization error. Using $1-u$ keeps the logarithm finite, and the index limits guard against rounding at the end of a list. Full and empty rings have $R=0$ and must be handled separately. The lists must satisfy $|F|=|B|$ at every event; this was tested throughout the runs and held. A violation means that a bond was not refreshed correctly.

## Where the model fails

**Unequal bonds.** Let bond $b$ multiply both of its rates by $s_b$. With uniform probabilities, inflow minus outflow is

$$(p-r)P\Big[\sum_{(0,1)}s_b-\sum_{(1,0)}s_b\Big],$$

which in general vanishes only for $p=r$. The uniform state and the current formula are then lost. The simulation can still be used if hops are selected by their individual rates. The uniformly random start is then no longer stationary, so a burn-in is needed, and the time-integral estimator above no longer applies; use the count.

One ion remains solvable. Its stationary current is the same through every bond, $J=s_b(pP_b-rP_{b+1})$. Dividing by $s_b$ and summing around the ring, where $\sum_bP_b=\sum_bP_{b+1}=1$, gives

$$J=\frac{p-r}{\sum_b 1/s_b}.$$

Let the barriers vary by $\delta$, Gaussian with mean zero and width $\sigma$, so that $1/s=e^{\delta/kT}$. Completing the square in the Gaussian average gives $\langle1/s\rangle=e^{\sigma^2/2(kT)^2}$. For $\sigma=0.05$ eV a single ion on a very long path is slower by a factor of 2.1. Over 100 bonds, the length of the example, the factor still varies from path to path with a standard deviation of about 0.4. The factor does not carry over to finite filling. Excluding ions queue behind slow bonds, and the current cannot exceed $p\,s_b$ of the slowest one. With Gaussian barriers that bound keeps falling as the path grows; at $10^4$ bonds it is typically about $0.03\ \mathrm{s^{-1}}$, already below the $0.050\ \mathrm{s^{-1}}$ that the factor 2.1 would imply at 5% filling. Disorder also enlarges the exclusion correction: without repulsion, five ions on 100 such bonds carry roughly 11% less than independent ions on the same path, not 4%.

**Coulomb repulsion.** With relative permittivity 3, two ions on adjacent sites have an energy of 0.96 eV, and at the mean spacing of 10 nm they have 0.048 eV, slightly more than $kT$. Site exclusion alone is therefore a poor picture of close encounters. To size the effect, the master equation was solved for two ions on 40 sites, the same filling, counting the repulsion both ways around the ring. A change $\Delta U$ in energy multiplies the hop rate by $e^{-\Delta U/2kT}$. A step in separation then has rate $(p+r)e^{-\Delta U/2kT}$ and its reverse $(p+r)e^{+\Delta U/2kT}$, so the separations follow the Boltzmann distribution; the numerical solution passed this test.

The current rose from 0.1041 to $0.1064\ \mathrm{s^{-1}}$, or by 2.2%. Independent ions at this filling would give 0.1068. Repulsion makes adjacent pairs extremely rare, with a weight of about $e^{-22}$ relative to opposite positions, so blocking almost disappears. With this rate rule, most of the exclusion correction, here 2.6%, is cancelled in the two-ion ring. The result depends on how $\Delta U$ is shared between a hop and its reverse. If uphill hops are slowed by the full $e^{-\Delta U/kT}$ and downhill hops are left unchanged, the separations follow the same Boltzmann distribution, but the current is $0.1011\ \mathrm{s^{-1}}$, below the value without repulsion. Even the sign of the effect therefore depends on the energies at the barriers, not only on those at the sites.

## Beside a real film

The parameters are round values in the rough regime of copper drift in a low-k dielectric under bias-temperature stress. The film is 50 nm thick and carries 5 V. With an assumed $10^{11}$ paths per $\mathrm{cm^2}$, the flux is $1.03\times10^{10}\ \mathrm{cm^{-2}s^{-1}}$, or $1.6\times10^{-9}\ \mathrm{A/cm^2}$, and the mobile charge is $0.08\ \mathrm{\mu C/cm^2}$. An isolated ion crosses the film in 47 s. A real film has electrodes, so this current lasts only if copper is resupplied; otherwise the ions pile up at the cathode on that time scale. Uncompensated, evenly spread ions would also make the field differ by 0.30 MV/cm between the two faces, changing the local drift rate to 0.83 and 1.17 times its mid-film value. The barrier matters more: an error of 0.1 eV changes the rates by a factor of 12. At 378 K and the same field, the model's drift is about 1300 times slower. A leading-order Wigner estimate of tunnelling, with the barrier-top frequency set equal to $\nu$, adds 4%. The field is a fifth of a rough breakdown field of 5 MV/cm, which does not by itself guarantee survival under long stress.

For these numbers, the exclusion correction, 4% on equal bonds, is smaller than the effects of barrier disorder and of a 0.1 eV barrier error. It is also smaller than the local changes in drift rate that space charge would cause near the faces, but for evenly spread ions those changes nearly cancel across the film and lengthen the transit time by only about 1%. The formula's practical use here is as a sharp check on the code before those effects are added. The remaining values are in the numerical output.

## Computed values

```
master eq.: worst current error 5.6e-16 (rates of order 1)
master eq.: worst relative nonuniformity 1.2e-14
temperature 473 K, kT 0.04076 eV
field 1.0 MV/cm, film 50 nm, voltage 5.0 V
barrier 1.2 eV, attempt 1e+13 1/s, hop 0.5 nm
half work per hop 0.0250 eV
sites M 100, ions N 5, paths 1e+11 1/cm2
forward rate p 3.0232 1/s, backward rate r 0.8866 1/s
p - r 2.1366 1/s, forward share of hops 0.7732
isolated-ion velocity 1.0683 nm/s, transit 46.8 s
pair probability 0.047980
mean clusters 4.7980
J formula 0.102514 1/s per path
J independent ions 0.106831 1/s
exclusion factor (M-N)/(M-1) 0.9596
KMC: 40 replicas of 800 s, events 600679
KMC hop count J 0.102681 +- 0.000242 1/s
KMC single bond J 0.102719 +- 0.000319 1/s
KMC time integral J 0.102521 +- 0.000133 1/s
event rate formula 18.7591, KMC 18.7712 +- 0.0342 1/s
half-filled N=50, 100 s each: J formula 0.53955 1/s
half-filled KMC count J 0.53899 +- 0.00227 1/s
half-filled KMC integral J 0.53980 +- 0.00187 1/s
small ring M=8 N=4, 500 s each: J formula 0.61046 1/s
small ring KMC integral J 0.60989 +- 0.00101 1/s
small ring mean-field J 0.53415 1/s
small ring K: time mean 2.2857, event mean 2.5000
small ring KMC K over time 2.2836 +- 0.0038
small ring KMC K over events 2.4991 +- 0.0027
ion flux 1.025e+10 1/(cm2 s)
ion current density 1.642e-09 A/cm2
ion density 1.00e+17 1/cm3
areal charge 0.0801 uC/cm2
relative permittivity 3.0, mean spacing on path 10.0 nm
Coulomb energy at mean spacing 0.0480 eV
Coulomb energy on adjacent sites 0.9600 eV
distance where Coulomb energy = kT 11.78 nm
two ions M=40: J bare 0.104091, repelling 0.106409 1/s
Coulomb current ratio 1.0223
space-charge field span 0.3016 MV/cm
drift-rate ratio at low/high-field end 0.8348 / 1.1738
barrier spread 0.05 eV: single-ion slowdown factor 2.122
barrier error 0.1 eV: rate factor 11.63
Wigner tunnelling factor 1.0429
use at 378 K: p-r 1.693e-03 1/s
slower than at stress by factor 1262.1
rough breakdown field 5.0 MV/cm, field fraction 0.20
```
